# Relaxation energy and zero-phonon weight of a trapped hole

**The system.** A hole can occupy one localized level on an oxygen atom in an amorphous oxide film. The level is coupled linearly to one harmonic lattice mode of angular frequency \(\omega\):

\[
H=\varepsilon\,c^\dagger c+\hbar\omega\left(b^\dagger b+\tfrac12\right)+g\,c^\dagger c\,(b+b^\dagger),\qquad S=\left(\frac{g}{\hbar\omega}\right)^2 .
\]

Here \(c^\dagger c\) is 0 for the empty and 1 for the filled level, \(b\) removes a phonon, \(g>0\), and \(S\) is the Huang-Rhys factor. Energies are hole energies. Take \(S=10\) and \(\hbar\omega=60\) meV. The carrier stays on its site unless a part says otherwise.

## Part (a)

**Question.** By how much does the total energy fall when the lattice relaxes after the level is filled? How far does the lattice move, if a mass of 16 u carries the mode? Compare the energy for filling the level at fixed lattice with the energy recovered on emptying it after relaxation.

**Answer.** Define the dimensionless coordinate \(q=(b+b^\dagger)/\sqrt2\). Since \(g=\hbar\omega\sqrt S\), the coupling term is \(\hbar\omega\sqrt{2S}\,q\). The potential energies are

\[
V_{\rm e}=\tfrac12\hbar\omega q^2,\qquad
V_{\rm f}=\varepsilon+\hbar\omega\left(\tfrac12q^2+\sqrt{2S}\,q\right).
\]

Completing the square gives

\[
V_{\rm f}=\varepsilon-S\hbar\omega+\tfrac12\hbar\omega\,(q-q_0)^2,\qquad q_0=-\sqrt{2S}.
\]

Filling at the empty-site minimum, \(q=0\), costs \(\varepsilon\). The lattice then moves to \(q_0\) and releases

\[
E_R=S\hbar\omega=10\times60\ \text{meV}=0.60\ \text{eV},
\]

or 0.022 hartree. The curvature is the same in both states, so the zero-point energies cancel and \(E_R\) is also the quantum mechanical lowering.

The physical displacement is \(|q_0|\) times the length \(\sqrt{\hbar/(M\omega)}\), which is 0.0066 nm for \(M=16\) u:

\[
4.47\times0.0066\ \text{nm}\approx0.030\ \text{nm}.
\]

Emptying the level at \(q_0\) recovers

\[
V_{\rm f}(q_0)-V_{\rm e}(q_0)=\varepsilon+\hbar\omega\sqrt{2S}\,q_0=\varepsilon-2S\hbar\omega .
\]

This is \(2E_R=1.2\) eV less than the filling energy. One \(E_R\) is lost to the lattice after filling, and the other after emptying, when the lattice returns from \(q_0\) to 0.

\(E_R\) is not the binding energy of the trapped hole relative to a band state. To find that, subtract the energy needed to bring the hole from the band state to the localized level before the lattice relaxes.

## Part (b)

**Question.** The empty site is in its vibrational ground state. What fraction of the filling spectrum belongs to transitions that create no phonon? Assume that the transition amplitude does not depend on \(q\) (the Condon approximation).

**Answer.** Let \(|n\rangle\) be the oscillator states of the empty site and \(|n'\rangle\) those of the filled site, centred at \(q_0\). In the Condon approximation, the weight of each final state is its squared overlap with \(|0\rangle\). These weights sum to one because the states \(|n'\rangle\) are complete.

The two ground states are Gaussians \(\pi^{-1/4}e^{-q^2/2}\) and \(\pi^{-1/4}e^{-(q-q_0)^2/2}\). In their product the exponent is

\[
-\tfrac12q^2-\tfrac12(q-q_0)^2=-\left(q-\tfrac12q_0\right)^2-\tfrac14q_0^2 .
\]

The remaining Gaussian integral is \(\sqrt\pi\), which cancels the normalization. With \(q_0^2=2S\),

\[
\langle0|0'\rangle=e^{-q_0^2/4}=e^{-S/2},\qquad
Z=|\langle0|0'\rangle|^2=e^{-S}.
\]

For \(S=10\) the overlap is 0.00674, and

\[
Z=e^{-10}=4.5\times10^{-5}.
\]

In a sudden filling that samples the whole spectrum, about one event in 22 000 creates no phonon. For \(S\to0\) the displacement vanishes and \(Z\to1\). \(Z\) is an area in the spectrum, not a peak height.

## Part (c)

**Question.** Where is the rest of the spectral weight, and how wide is the spectrum?

**Answer.** Define \(b'=b+\sqrt S\). Then

\[
b'^\dagger b'=b^\dagger b+\sqrt S\,(b+b^\dagger)+S ,
\]

so the filled-site Hamiltonian is \(\varepsilon-S\hbar\omega+\hbar\omega(b'^\dagger b'+\tfrac12)\), and \(b'\) lowers the states \(|n'\rangle\). The initial state obeys \(b|0\rangle=0\), hence \(b'|0\rangle=\sqrt S\,|0\rangle\). Write \(|0\rangle=\sum_n a_n|n'\rangle\) and use \(b'|n'\rangle=\sqrt n\,|(n-1)'\rangle\). Comparing coefficients gives

\[
\sqrt{n+1}\;a_{n+1}=\sqrt S\;a_n
\quad\Rightarrow\quad
a_n=a_0\frac{S^{n/2}}{\sqrt{n!}} .
\]

Normalization requires \(|a_0|^2e^S=1\), so the weights form a Poisson distribution:

\[
P_n=e^{-S}\frac{S^n}{n!}.
\]

The line with \(n\) phonons lies at \(\varepsilon-S\hbar\omega+n\hbar\omega\). Because \(P_{n+1}/P_n=S/(n+1)\), the weights grow until \(n+1\) reaches \(S\). Here the 9- and 10-phonon lines are equally strong, with weight 0.125 each. The one-phonon line has only \(10Z=4.5\times10^{-4}\).

The mean phonon number is \(\sum_n nP_n=S\), so the mean energy is \(\varepsilon\), the vertical filling energy. Also \(\sum_n n(n-1)P_n=S^2\), which gives the variance \(S^2+S-S^2=S\). The rms width is therefore

\[
\hbar\omega\sqrt S=60\ \text{meV}\times3.16=0.19\ \text{eV}.
\]

The zero-phonon line lies 0.60 eV below the mean, or 3.2 rms widths, in the far tail of the distribution.

## Part (d)

**Question.** The film is used at 300 K, where \(k_BT=25.85\) meV. Find the rms width. Then find the weight at the zero-phonon energy (i) for one sharp mode and (ii) for the same total \(S\) divided among very many modes with slightly different frequencies near 60 meV.

**Answer.** The mean thermal phonon number is

\[
N=\frac1{e^{60/25.85}-1}=0.109 .
\]

**Width.** Start from \(|m\rangle\), with energy \(E_m\) on the empty site. The filled-site Hamiltonian \(H_{\rm f}\) gives

\[
(H_{\rm f}-E_m)|m\rangle=\left[\varepsilon+\hbar\omega\sqrt S\,(b+b^\dagger)\right]|m\rangle .
\]

The mean energy change is \(\varepsilon\) for every \(m\), since \(b+b^\dagger\) has no diagonal element. The variance is \((\hbar\omega)^2S\langle m|(b+b^\dagger)^2|m\rangle=(\hbar\omega)^2S(2m+1)\). Averaging over \(m\) replaces \(m\) by \(N\), and the width becomes

\[
\hbar\omega\sqrt{S(2N+1)}=0.19\ \text{eV}\times\sqrt{1.218}=0.21\ \text{eV}.
\]

**(i) One sharp mode.** Every transition \(m\to m'\) with an unchanged phonon number has the same energy, \(\varepsilon-S\hbar\omega\). The weight is \(\sum_m p_m|\langle m|m'\rangle|^2\), where \(p_m\) is the thermal probability. For \(m=1\), use \(|1'\rangle=(b^\dagger+\sqrt S)|0'\rangle\) and \(b|0'\rangle=-\sqrt S\,|0'\rangle\):

\[
\langle1|1'\rangle=\langle0|0'\rangle+\sqrt S\,\langle1|0'\rangle=(1-S)\langle0|0'\rangle .
\]

Its square is \(81Z\). The probability is \(p_1=N/(N+1)^2=0.089\), so this term alone contributes \(7.2Z\), more than the term \(m=0\) can. Summing over \(m\), with overlaps from numerical diagonalization of \(H_{\rm f}\) in a phonon basis, gives \(8.3\times10^{-4}\), which is 18 times \(Z\).

**(ii) Many modes.** Let mode \(j\) have the small Huang-Rhys factor \(s_j\), with \(\sum_js_j=S\). First-order perturbation theory mixes \(|m\rangle\) with \(|m+1\rangle\) and \(|m-1\rangle\), with amplitudes \(-\sqrt{s_j(m+1)}\) and \(+\sqrt{s_jm}\). Hence

\[
|\langle m|m'\rangle|^2\simeq1-s_j(m+1)-s_jm=1-s_j(2m+1).
\]

The thermal average is \(1-s_j(2N+1)\). The modes are independent, so their factors multiply. As every \(s_j\to0\),

\[
\prod_j\left[1-s_j(2N+1)\right]\to e^{-S(2N+1)}=e^{-12.18}=5.1\times10^{-6},
\]

or \(0.11Z\). Here \(N\) is taken at 60 meV for all modes. Transitions in which one mode gains a phonon and another loses one no longer conserve the vibrational energy, so they fall beside the line. If the frequencies differ very little, these transitions stay close to it, and together with the line they still carry the \(8.3\times10^{-4}\) of case (i). Only the sharp line itself is weakened.

Heating to 300 K thus raises the weight in case (i) and lowers that of the sharp line in case (ii). To first order in \(N\), the two weights are \(Z[1+S(S-2)N]\) and \(Z(1-2SN)\), so heating from low temperature raises the first only if \(S>2\). The value \(e^{-S}\) holds when these corrections are small, which for large \(S\) is a stricter condition than \(N\ll1\). At 100 K, where \(N=0.00095\), they are 8 % and 2 % for \(S=10\).

## Part (e)

**Question.** Return to low temperature. How far do the following changes, taken one at a time, move \(Z\)?

1. The filled site has a 10 % lower mode frequency, at the same classical relaxation energy after filling.
2. \(S\) varies from site to site with a Gaussian spread \(\sigma=1\), at fixed \(\hbar\omega\).
3. The transition amplitude changes by 10 % between \(q=0\) and \(q_0\).
4. The hole can transfer to one identical neighbouring site, with matrix element 0.1 eV.

What follows for a real film?

**Answer.**

**1. Softer mode.** Let \(r=0.9\) be the frequency ratio. The filled-site potential is \(\tfrac12\hbar\omega r^2(q-q_s)^2\) plus a constant. Fixed \(E_R\) means \(\tfrac12r^2q_s^2=S\), so \(q_s^2=2S/r^2\). The filled ground state is \((r/\pi)^{1/4}e^{-r(q-q_s)^2/2}\). Completing the square in the overlap leaves the constant exponent \(-rq_s^2/[2(1+r)]\) and a Gaussian integral \(\sqrt{2\pi/(1+r)}\). The squared overlap is

\[
Z_r=\frac{2\sqrt r}{1+r}\exp\left[-\frac{2S}{r(1+r)}\right]
=0.999\,e^{-11.70}=8.3\times10^{-6}.
\]

This is \(0.18Z\). A softer mode must move further to release the same energy after filling, which reduces the overlap. The result depends on what is held fixed, because with unequal curvatures the relaxation energies after filling and after emptying differ. If the energy released after emptying is fixed instead, \(q_s^2=2S\), the exponent is \(-2rS/(1+r)=-9.47\), and the weight rises to \(1.7Z\). If \(g\) is fixed, \(q_s^2=2S/r^4\), the exponent is \(-14.44\), and the weight falls to \(0.012Z\).

**2. Disorder.** Write \(S=10+x\). In the average of \(e^{-x}\),

\[
-x-\frac{x^2}{2\sigma^2}=-\frac{(x+\sigma^2)^2}{2\sigma^2}+\frac{\sigma^2}{2},
\]

so the average weight is \(Ze^{\sigma^2/2}=1.65Z=7.5\times10^{-5}\). The largest contribution comes from sites near \(x=-\sigma^2\), that is \(S=9\), slightly below the mean. If \(\varepsilon\) is the same at all sites, their zero-phonon lines are spread in energy by \(\sigma\hbar\omega=60\) meV, a full phonon spacing. The average is then not the area of a separate line in the spectrum of the film.

**3. Varying amplitude.** Take the amplitude proportional to \(1+0.1\,q/q_0\). The product of the two ground states is centred at \(q_0/2\), where this factor is 1.05. The weight changes by the factor \(1.05^2=1.10\), or by \(0.95^2=0.90\) if the amplitude falls towards \(q_0\) instead. The total intensity changes by the factor \(1+0.01/(2q_0^2)=1.00025\), which is negligible.

**4. Transfer.** Give each site its own mode, and diagonalize the two-site Hamiltonian numerically in a phonon basis. Without transfer, the two lowest levels are the relaxed hole on either site. With transfer, the lowest pair carries \(5.8\times10^{-5}\), or \(1.28Z\), of the spectrum for filling one site. The ground-state energy falls by a further 9 meV, small beside 0.60 eV. These changes are mild only because the transfer is small beside \(E_R\) and there is one neighbour. In the same two-site model a matrix element of 0.3 eV gives \(8.5Z\) and 80 meV, and 0.5 eV gives \(54Z\) and 0.23 eV.

**The real film.** The parameters are round numbers chosen for illustration, not values computed or measured for a particular oxide. The single-mode assumption is doubtful in an amorphous film, because a disordered network has many modes. At 300 K the many-mode estimate lowers the weight of the sharp line about ninefold if all modes lie near 60 meV, and by more if part of the same total \(S\) comes from softer modes. The displacement of 0.030 nm is also large beside a metal-oxygen bond of roughly 0.2 nm. It is smaller per atom if several atoms share the motion, but the harmonic approximation remains open to question, and anharmonic forces have not been computed here.

The two results differ in how firmly they hold. At fixed \(\hbar\omega\), changing \(S\) from 10 to 11 raises \(E_R\) by 10 %, to 0.66 eV, but divides \(Z\) by \(e=2.7\). If \(S\) and \(\hbar\omega\) are each known to 10 %, \(E_R\) is known to within about 20 % in this harmonic model of an isolated site, whereas \(4.5\times10^{-5}\) indicates at best an order of magnitude at low temperature. Anharmonic forces and transfer to neighbouring sites in a real film would add to both uncertainties.
